\section*{Optimum aperture of an electron probe limited by diffraction and spherical aberration, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two blurs and the aperture that balances them}

\subsection{The decision and the model}

Before the probe size of an electron-beam writer can be calculated, someone has to choose the half-angle of the cone of electrons that converges on the resist. A small aperture gives a large diffraction spot. A large one admits rays which the lens focuses badly. The calculation below decides where to start, and how much is lost if the available aperture has a somewhat different size. It also shows which part of the answer survives a change in the definition of spot size and which part does not.

Let $\lambda$ be the electron wavelength, $\alpha$ the half-angle of the cone on the resist side of the lens, and $C_s$ the spherical aberration coefficient, referred to the same side. A ray is labelled by its angle $\theta$ to the axis, with $0\le\theta\le\alpha$. The assumptions are these.

\begin{enumerate}
\item Angles are small, so that $\sin\theta\simeq\tan\theta\simeq\theta$, and spherical aberration is kept to third order in $\theta$.
\item The aperture is round and uniformly filled. The solid angle inside $\theta$ is $\pi\theta^2$, so the fraction of the current inside $\theta$ is $\theta^2/\alpha^2$.
\item The source is a point and all electrons have one energy. Both restrictions are relaxed in the second half.
\item The focus may be adjusted freely for each aperture.
\end{enumerate}

The word diameter means the diameter $d$ of the smallest centred circle that holds half the current. One definition is used for every blur, so that the coefficients can be compared.

The wavelength follows from the kinetic energy $E$. With $m$ the electron mass, $c_0$ the speed of light and $P$ the momentum,
\begin{align}
P^2c_0^2&=(E+mc_0^2)^2-m^2c_0^4=E^2+2Emc_0^2 \nonumber\\
&=2mc_0^2E\left(1+\frac{E}{2mc_0^2}\right).
\end{align}
Dividing by $c_0^2$, taking the root and using $\lambda=h/P$ gives
\begin{equation}
\lambda=\frac{h}{\sqrt{2mE\,(1+E/2mc_0^2)}} .
\label{eq:lambda}
\end{equation}
At $E=100$ keV this is $\lambda=3.701$ pm.

\subsection{The diffraction diameter}

\paragraph{Lemma 1.} Without aberration the half-current diameter is
\begin{equation}
d_D=\frac{a\lambda}{\alpha},\qquad a=0.5348 .
\end{equation}

\paragraph{Proof.} Put $k=2\pi/\lambda$. The converging wave is a sum of plane waves, one for each direction in the cone. A direction with angle $\theta$ and azimuth $\varphi$ has transverse wave number $k\theta$, and contributes $e^{ik\theta r\cos\varphi}$ at distance $r$ from the axis. The azimuthal integral is $2\pi J_0(k\theta r)$. Apart from a constant factor, the amplitude is therefore
\begin{equation}
\psi(r)=\int_0^\alpha J_0(k\theta r)\,\theta\,d\theta .
\end{equation}
Substitute $x=k\theta r$ and use $(xJ_1)'=xJ_0$. With $v=k\alpha r$,
\begin{equation}
\psi(r)=\frac{1}{k^2r^2}\Big[xJ_1(x)\Big]_0^{v}
=\frac{vJ_1(v)}{k^2r^2}=\alpha^2\frac{J_1(v)}{v}.
\end{equation}
The current inside a circle is proportional to $\int|\psi|^2r\,dr$, hence to $\int J_1^2(v)\,dv/v$. The identities $J_0'=-J_1$ and $J_1'=J_0-J_1/v$ give
\begin{equation}
\frac{d}{dv}\left(J_0^2+J_1^2\right)
=-2J_0J_1+2J_1J_0-\frac{2J_1^2}{v}=-\frac{2J_1^2}{v}.
\end{equation}
Since $J_0(0)=1$ and $J_1(0)=0$, integration from zero yields
\begin{equation}
\int_0^v\frac{J_1^2(x)}{x}\,dx=\frac{1-J_0^2(v)-J_1^2(v)}{2}.
\end{equation}
Both Bessel functions vanish at infinity, so the total is $1/2$. Division by this total gives the enclosed fraction $1-J_0^2(v)-J_1^2(v)$. Setting it to one half and finding the root numerically gives $v=1.6802$. The diameter is $2r=2v/(k\alpha)=(v/\pi)\lambda/\alpha$, and $a=v/\pi=0.5348$. This completes the proof.

The inverse dependence on $\alpha$ is the usual reciprocity between the width of a wave packet and the range of its transverse momenta. A wider cone supplies a wider range and permits a smaller spot.

\subsection{The spherical diameter}

The coefficient $C_s$ is defined by the ray law. A ray of angle $\theta$ crosses the axis a distance $C_s\theta^2$ before the focus of the paraxial rays. In the paraxial focal plane it therefore misses the axis by $C_s\theta^3$. If the observation plane is moved a distance $z$ towards the lens, the displacement is
\begin{equation}
x(\theta)=C_s\theta^3-z\theta .
\label{eq:ray}
\end{equation}
The sign is confirmed by $z=C_s\theta^2$, for which the ray lies on the axis.

\paragraph{Lemma 2.} In ray optics the smallest half-current diameter over all $z$ is
\begin{equation}
d_S=bC_s\alpha^3,\qquad b=\frac{1}{4\sqrt2}=0.1768,
\end{equation}
and it is reached at $z=\tfrac38C_s\alpha^2$.

\paragraph{Proof.} Let $u=\theta^2/\alpha^2$ and $\kappa=z/(C_s\alpha^2)$. The fraction of current in a range of $u$ is the length of that range, by assumption 2. From Eq.~\eqref{eq:ray},
\begin{equation}
\frac{x^2}{C_s^2\alpha^6}=u(u-\kappa)^2\equiv g(u).
\end{equation}
Consider a circle of radius $C_s\alpha^3/(8\sqrt2)$. It holds the rays with $g(u)\le1/128$. We show that these make up half the current if $\kappa=3/8$, and less than half for any other focus.

For $\kappa=3/8$, expansion confirms that
\begin{equation}
g(u)-\frac1{128}=\left(u-\frac18\right)^2\left(u-\frac12\right).
\end{equation}
The right side is not positive for $0\le u\le1/2$ and is positive beyond. The circle holds precisely the inner half of the current.

For $\kappa<3/8$, the function $g$ increases for all $u\ge1/2$, because both $u$ and $u-\kappa$ are positive and increasing there. Moreover,
\begin{equation}
g\left(\tfrac12\right)=\tfrac12\left(\tfrac12-\kappa\right)^2
>\tfrac12\left(\tfrac18\right)^2=\tfrac1{128}.
\end{equation}
All rays in the circle thus have $u$ below some value smaller than $1/2$, and the circle holds less than half the current.

For $\kappa>3/8$, $g$ rises from zero at $u=0$ to a maximum at $u=\kappa/3$, falls to zero at $u=\kappa$, and then rises without limit. At the point $u_0=\kappa-1/4$, which lies between zero and $\kappa$,
\begin{equation}
g(u_0)=\frac{1}{16}\left(\kappa-\frac14\right)>\frac1{128}.
\end{equation}
The equation $g=1/128$ consequently has three roots $u_1<u_0<u_2<\kappa<u_3$. The accepted values are $[0,u_1]$ and $[u_2,u_3]$, cut off at $u=1$ if necessary. The cubic $u^3-2\kappa u^2+\kappa^2u-1/128$ has roots whose sum is $2\kappa$, so the accepted length is at most
\begin{equation}
u_1+u_3-u_2=2\kappa-2u_2<2\kappa-2u_0=\frac12 .
\end{equation}
The stated radius is thus the smallest possible, and twice it is $C_s\alpha^3/(4\sqrt2)$. This completes the proof.

\paragraph{Remark on the convention.} If the circle must hold every ray, the result is different. Put $t=\theta/\alpha$ and consider the largest value of $|t^3-\kappa t|$ for $0\le t\le1$. At $\kappa=3/4$ the interior extremum, at $t=1/2$, and the end point $t=1$ both have magnitude $1/4$. For smaller $\kappa$ the end point gives $1-\kappa>1/4$. For larger $\kappa$ the point $t=1/2$ gives $\kappa/2-1/8>1/4$. The smallest full diameter is therefore $C_s\alpha^3/2$, at $z=\tfrac34C_s\alpha^2$. The power of $\alpha$ is unchanged, but the coefficient is $2\sqrt2$ times as large and the focus is elsewhere.

\subsection{The balance}

\paragraph{Theorem 1.} Suppose that the two blurs combine as
\begin{equation}
d^p=\left(\frac{a\lambda}{\alpha}\right)^p+\left(bC_s\alpha^3\right)^p,
\qquad p>0 .
\label{eq:sum}
\end{equation}
Then $d$ has one minimum, at
\begin{equation}
\alpha_{\rm opt}=\left(\frac{a}{3^{1/p}b}\right)^{1/4}
\left(\frac{\lambda}{C_s}\right)^{1/4},
\label{eq:aopt}
\end{equation}
and the diameter there is
\begin{equation}
d_{\min}=\left(\frac43\right)^{1/p}3^{1/(4p)}a^{3/4}b^{1/4}
\lambda^{3/4}C_s^{1/4}.
\label{eq:dmin}
\end{equation}

\paragraph{Proof.} Call the two terms of Eq.~\eqref{eq:sum} $X$ and $Y$. Since $X\propto\alpha^{-p}$ and $Y\propto\alpha^{3p}$,
\begin{equation}
\frac{d}{d\alpha}(X+Y)=\frac p\alpha(-X+3Y).
\end{equation}
The bracket increases steadily with $\alpha$, from minus infinity to plus infinity. It passes through zero once, and the derivative changes there from negative to positive, which makes the point a minimum. The condition is $Y=X/3$. Its $p$th root is
\begin{equation}
bC_s\alpha^3=3^{-1/p}\frac{a\lambda}{\alpha}
\quad\Longrightarrow\quad
\alpha^4=\frac{a\lambda}{3^{1/p}bC_s},
\end{equation}
whose fourth root is Eq.~\eqref{eq:aopt}. At this point $d^p=X+X/3=4X/3$, so that
\begin{align}
d_{\min}&=\left(\frac43\right)^{1/p}\frac{a\lambda}{\alpha_{\rm opt}}
=\left(\frac43\right)^{1/p}a\lambda
\left(\frac{3^{1/p}bC_s}{a\lambda}\right)^{1/4}.
\end{align}
Collecting powers gives Eq.~\eqref{eq:dmin}. This completes the proof.

The condition $Y=X/3$ says that the blurs are not equal at the optimum. Spherical blur rises with the third power of the angle while diffraction falls with the first, so balance of the slopes requires the spherical term to be smaller. For $p=2$ the ratio of diameters is $1/\sqrt3$. Equating the blurs instead gives $\alpha^4=a\lambda/(bC_s)$, which is the limit $p\to\infty$, where the larger blur alone counts.

\subsection{What the theorem does and does not fix}

The value of $p$ is an assumption. Quadrature, $p=2$, would be right for root-mean-square widths of independent blurs that are convolved with each other. Neither condition holds here. Diffraction and spherical aberration act on the same amplitude, so their intensity patterns are not independently convolved. Nor has the diffraction spot of a sharp aperture a finite mean square radius: its intensity varies as $J_1^2(v)/v^2$, and $\int v^2(J_1^2/v^2)v\,dv=\int vJ_1^2dv$ diverges, since $vJ_1^2$ oscillates about a constant at large $v$.

For a concrete lens take $C_s=40$ mm at 100 keV. The natural angle is
\begin{equation}
\left(\frac{\lambda}{C_s}\right)^{1/4}
=\left(\frac{3.701\times10^{-12}\ {\rm m}}{0.040\ {\rm m}}\right)^{1/4}
=3.102\ {\rm mrad}.
\end{equation}
The numerical prefactor in Eq.~\eqref{eq:aopt} is 1.002, 1.150 or 1.231 for $p=1$, 2 or 4. The optimum angles are accordingly 3.108, 3.566 and 3.819 mrad, and the minimum diameters are 0.849, 0.641 and 0.557 nm. The choice of rule moves the diameter more than the angle, because the factor $(4/3)^{1/p}$ enters the diameter alone.

At the optimum for $p=2$ the diffraction blur is 0.555 nm and the spherical blur is 0.321 nm. Their quadrature sum is the stated 0.641 nm.

\paragraph{Corollary 1.} For $p=2$ and an aperture $\alpha=s_\alpha\alpha_{\rm opt}$,
\begin{equation}
\frac{d}{d_{\min}}=\sqrt{\frac{3s_\alpha^{-2}+s_\alpha^6}{4}} .
\label{eq:flat}
\end{equation}

\paragraph{Proof.} Let $Y_0$ be the squared spherical blur at the optimum. The squared diffraction blur is $3Y_0$ there, so $d_{\min}^2=4Y_0$. Changing the angle by the factor $s_\alpha$ multiplies the two squares by $s_\alpha^6$ and $s_\alpha^{-2}$. Their sum divided by $4Y_0$ is the square of Eq.~\eqref{eq:flat}.

An aperture 20\% too small raises the diameter by 11\%, and one 20\% too large raises it by 13\%. Under this rule the minimum is shallow on both sides. The wave calculation in the second half keeps the small side shallow, but makes an aperture well above the optimum much more costly.

The weak powers have further consequences. At fixed $\lambda$, halving $C_s$ multiplies the optimum angle by $2^{1/4}=1.19$ and the diameter by $2^{-1/4}=0.84$. At fixed $C_s$, halving $\lambda$ multiplies the diameter by $2^{-3/4}=0.59$. In the nonrelativistic range, where $\lambda\propto E^{-1/2}$, the optimum angle varies as $E^{-1/8}$ and the diameter as $E^{-3/8}$. These energy laws hold for one lens coefficient and a monochromatic point source.

\section{Wave optics, source size and energy spread}

\subsection{Symbols and results carried over}

The wavelength is $\lambda$, $k=2\pi/\lambda$, the aperture half-angle is $\alpha$, and $C_s$ is the spherical aberration coefficient. The observation plane lies a distance $z$ from the paraxial focus towards the lens. Diameters hold half the current. Diffraction alone gives $a\lambda/\alpha$ with $a=0.5348$, and ray optics gives a spherical blur $bC_s\alpha^3$ with $b=0.1768$ at the best focus, $z=\tfrac38C_s\alpha^2$. Added in quadrature, they give an optimum proportional to $(\lambda/C_s)^{1/4}$. For 100 keV and $C_s=40$ mm it lies at 3.566 mrad, with a diameter of 0.641 nm. The addition rule was assumed, and the next step removes it.

With an assumed rule for adding the diffraction and spherical blurs, the best aperture angle varies as $(\lambda/C_s)^{1/4}$, with a numerical factor that depends on the rule. It remains to test this scaling and its constants by wave optics, and to include a finite source and a spread of energies.
